# From free fall to Schottky diffusion in a collisional plasma slab, part 2

A steady, quasi-neutral plasma lies between two parallel absorbing walls. Its density $n(x)$ falls from $n_0$ at the midplane $x=0$ to the edge at $x=L$, the sonic or Bohm point, where a sheath begins. Singly charged ions of mass $M$ are born at rest, and all ions at a given $x$ have the same speed $u$, which reaches $c=\sqrt{kT_e/M}$ at the edge. The electrons have mass $m$ and uniform temperature $T_e$. Units are SI unless stated, with temperatures also given in eV.

The ionization frequency is $\nu_{iz}$, the constant ion-neutral collision frequency is $\nu_m$, and

$$\nu=\nu_{iz}+\nu_m,\qquad \delta=\frac{\nu_m}{\nu_{iz}},\qquad a=1+\delta,\qquad w=\frac uc .$$

The width law, the edge ratio $h=n(L)/n_0$ and the mean density $\bar n$ are

$$\frac{\nu_{iz}L}{c}=G(a)=\int_0^1\frac{1-w^2}{1+aw^2}\,dw=\frac1a\left[\frac{1+a}{\sqrt a}\arctan\sqrt a-1\right],$$

$$h=(1+a)^{-(1+a)/(2a)},\qquad \frac{\bar n}{n_0}=\frac hG .$$

The position at which the ions have speed $u=cw$ is given by

$$\frac{\nu_{iz}x}{c}=\frac1a\left[\frac{1+a}{\sqrt a}\arctan(\sqrt a\,w)-w\right]. \tag{6}$$

Free fall is $a=1$, with $G=\pi/2-1$ and $h=1/2$. For weak friction,

$$h\approx\frac12\left[1-\frac{1-\ln2}{\pi-2}\,\frac{\nu_mL}{c}\right]\approx\frac12\left[1-0.27\,\frac{\nu_mL}{c}\right]. \tag{12}$$

The Schottky (diffusion) limit is $a\to\infty$, with $\nu_{iz}=(c^2/\nu_m)(\pi/2L)^2$ and $h=\pi c/(2Lν_m)$. For strong friction $\sqrt a\,G\approx\pi/2-2/\sqrt a$; the 2 is the limit of the "width coefficient" in the numerical output. At the same frequencies and $c$, diffusion slabs with zero edge density and with the edge at $u=c$ exceed the fluid half-width by about $2c/\nu$ and $c/\nu$.

In a discharge, $T_e$ adjusts until the predicted half-width $cG/\nu_{iz}$ equals the actual one. Let $s=d\ln\nu_{iz}/d\ln T_e$ at fixed gas density. Part (f) showed that if $s>1$, the predicted half-width falls steadily with $T_e$, so at most one temperature fits.

### (g) Find the ionization frequency for a cross section that rises linearly above threshold. Does it meet the condition $s>1$?

**Solution.** Let the cross section be $\sigma=S(\varepsilon-E_i)$ for electron energies $\varepsilon$ above the threshold $E_i$, and zero below. Let $T=kT_e$ be an energy. The normalized Maxwellian distribution of energies is $F=(2/\sqrt\pi)\,T^{-3/2}\sqrt\varepsilon\,e^{-\varepsilon/T}$, and the electron speed is $\sqrt{2\varepsilon/m}$. The rate coefficient is

$$K=\int\sigma\sqrt{\frac{2\varepsilon}{m}}\,F\,d\varepsilon=S\sqrt{\frac{8}{\pi mT^3}}\int_{E_i}^\infty(\varepsilon-E_i)\,\varepsilon\,e^{-\varepsilon/T}d\varepsilon .$$

With $y=\varepsilon-E_i$ the integral becomes

$$e^{-E_i/T}\int_0^\infty(y^2+E_iy)\,e^{-y/T}dy=e^{-E_i/T}(2T^3+E_iT^2).$$

Taking out $T^2$ leaves

$$K=S\,\bar v\,(E_i+2T)\,e^{-E_i/T},\qquad \bar v=\sqrt{\frac{8T}{\pi m}},\qquad \nu_{iz}=n_gK, \tag{19}$$

where $\bar v$ is the mean electron speed and $n_g$ the gas density. Numerical integration at 2, 4 and 8 eV, with the values of $S$ and $E_i$ used below, agreed with this formula within the required relative tolerance of $10^{-6}$.

The logarithmic slope, with $r=E_i/T$, is

$$s=\frac12+r+\frac{2}{2+r}.$$

At $r=0$ it equals $3/2$. Its derivative $1-2/(2+r)^2$ is positive, so $s>3/2$ at every finite temperature, and the condition of part (f) holds. A root also exists. As $T\to0$ the exponential makes the predicted half-width arbitrarily large, and as $T\to\infty$ the ratio $\nu_{iz}/c$ grows without limit. The high-temperature end belongs to the formula, since a real cross section stops rising.

### (h) Apply the result to an argon-like plasma with a half-width of 2.5 cm at 1, 10 and 100 mTorr.

**Solution.** The gas is at 300 K and the ion mass is 40 atomic mass units. The other inputs are rough round values: $E_i=15.8$ eV, $S=10^{-21}\ \mathrm{m^2/eV}$ and $\nu_m/n_g=10^{-15}\ \mathrm{m^3/s}$.

At 10 mTorr the gas density is $3.22\times10^{20}\ \mathrm{m^{-3}}$, so $\nu_m=3.22\times10^5\ \mathrm{s^{-1}}$. The balance is satisfied at $T_e=2.93$ eV, where $c=2658$ m/s and $\nu_{iz}=3.63\times10^4\ \mathrm{s^{-1}}$. To confirm this, first compute

$$a=1+\frac{3.219\times10^5}{3.629\times10^4}=9.87 .$$

With $\sqrt a=3.142$ and $\arctan\sqrt a=1.263$, the two sides of the width law are

$$G=\frac1{9.87}\left[\frac{10.87\times1.263}{3.142}-1\right]=0.341,\qquad \frac{\nu_{iz}L}{c}=\frac{3.629\times10^4\times0.025}{2658}=0.341 .$$

The density ratios are

$$h=10.87^{-10.87/19.74}=0.269,\qquad \frac{\bar n}{n_0}=\frac{0.2688}{0.3413}=0.788 .$$

For a central density of $10^{10}\ \mathrm{cm^{-3}}$, the ion flux leaving the plasma is

$$hn_0c=0.2688\times10^{16}\times2658=7.1\times10^{18}\ \mathrm{m^{-2}\,s^{-1}},$$

or $7.1\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$. This is a current density of $0.11\ \mathrm{mA/cm^2}$.

The same calculation at the three pressures gives:

| $p$ (mTorr) | $T_e$ (eV) | $a$ | $h$ | $\bar n/n_0$ |
|---|---|---|---|---|
| 1 | 5.56 | 1.40 | 0.472 | 0.866 |
| 10 | 2.93 | 9.87 | 0.269 | 0.788 |
| 100 | 1.69 | 712 | 0.037 | 0.664 |

The two limiting theories, each solved for its own temperature, give:

| $p$ (mTorr) | free-fall $T_e$ (eV) | Schottky $T_e$ (eV) | Schottky $h$ |
|---|---|---|---|
| 1 | 5.64 | 61.8 | 23.8 |
| 10 | 3.22 | 3.52 | 0.569 |
| 100 | 2.22 | 1.70 | 0.040 |

At 1 mTorr free fall is a good guide. Equation (12), with $\nu_mL/c=0.22$, gives $h\approx0.47$. The Schottky value $h=23.8$ is impossible, because it asks for a higher density at the edge than at the centre. At 100 mTorr the Schottky temperature is 1% too high and its edge ratio 6% too high, relative to the full solution. At 10 mTorr neither limit serves: both put $h$ at about twice the value of the full solution.

Both limits also overestimate $T_e$ at all three pressures, and this follows from the integral for $G$. At $\delta>0$ its integrand is smaller than in free fall, so $G<\pi/2-1$. It is also smaller than $1/(1+\delta w^2)$, whose integral from zero to infinity is $\pi/(2\sqrt\delta)$, the Schottky value of $\nu_{iz}L/c$. Each limit thus demands more ionization than the full solution when evaluated at the true temperature. The demand is met at a higher temperature, because $\nu_{iz}/c$ and $\sqrt{\nu_{iz}\nu_m}/c$ both rise with $T_e$ when $s>1$.

### (i) Which neglected effects matter for a real argon reactor?

**Solution.** Gaps of a few centimetres, pressures from a few to about a hundred mTorr and densities around $10^{10}\ \mathrm{cm^{-3}}$ are roughly typical of plasma processing. The example at 10 mTorr lies in that range, but its collision data are simplified. The following estimates refer to 10 mTorr and a central density of $10^{10}\ \mathrm{cm^{-3}}$ unless another pressure is named.

**Electron distribution.** Ionization draws on electrons far above the mean energy, so it is sensitive to the tail of the distribution. A Druyvesteyn distribution, in which $e^{-\varepsilon/T}$ is replaced by a Gaussian in $\varepsilon$, has a much weaker tail. At the same mean energy its ionization rate is 0.009 times the Maxwellian one. To restore the rate, the effective temperature, defined as two thirds of the mean energy, must rise from 2.93 to 4.29 eV. This comparison holds the required $\nu_{iz}$ fixed and ignores the accompanying change of $c$. If $c$ and $a$ follow the effective temperature, the value rises to about 4.4 eV. It is the largest temperature shift among these estimates. The calculated $T_e$ therefore deserves trust only where the electrons stay close to Maxwellian well beyond the ionization energy, since the electrons above it do the ionizing.

**Ion friction.** Fast argon ions lose momentum largely by charge exchange, for which a constant cross section is a better description than a constant frequency. The collision frequency is then proportional to $u$. With a rough cross section of $10^{-18}\ \mathrm{m^2}$ and $T_e$ solved anew, $h$ becomes 0.298 in place of 0.269 at 10 mTorr, and $T_e$ changes by less than 0.01 eV. This small rise of $h$ should not be read as a trend, because the model gives all ions at one place the same speed. With a constant cross section the friction follows the mean squared speed, which exceeds $u^2$ when the speeds are spread, and the added friction lowers $h$ again. At 100 mTorr the change is large: $h$ becomes 0.118 in place of 0.037, and $T_e$ becomes 1.86 in place of 1.69 eV.

The two friction laws agree at $u=10^{-15}/10^{-18}=1000$ m/s, and slower ions feel less friction under the second. At 100 mTorr most of the slab holds slow ions. Halfway to the edge the speed is of order $c/\sqrt a\approx76$ m/s, and equation (6) gives 70 m/s. This is well below the mean thermal speed of the gas atoms, about 400 m/s, and then the relative speed in a collision is set by the gas and no longer by $u$. A frequency that vanishes with $u$ is thus not right for those ions either. For such slow ions the low-field mobility of argon ions in argon, about $1.5\ \mathrm{cm^2/(V\,s)}$ at standard gas density, corresponds to $\nu_m/n_g\approx6\times10^{-16}\ \mathrm{m^3/s}$. With that value $h$ is about 0.06 at 100 mTorr and 0.34 at 10 mTorr, and $T_e$ is about 0.1 eV higher at both pressures, so the digits in the table belong to the round input and not to argon. The factor of three between the two values of $h$ shows how strongly the collisional result depends on the friction law. It is not a measured error of either.

**Geometry.** With a direct voltage drop of 100 V between the midplane and the wall, and with the constant collision frequency kept in the sheath, the distance from the sonic point to the wall is 4.1 mm. The value $L=2.5$ cm is the half-width of the plasma, so walls placed at 2.5 cm would leave a plasma with a half-width of roughly 2.1 cm. With a constant cross section the fast ions in the sheath would feel more friction, and the sheath would be somewhat thinner. A radio-frequency sheath needs its own calculation. In a cylindrical chamber of 20 cm radius, the side wall adds a loss of $2L/R=0.25$ relative to the end walls, if its edge ratio is the same. Raising the required ionization rate by this fraction, with $c$ held fixed, moves $T_e$ from 2.93 to 3.04 eV. If $c$ and $a$ follow the temperature, the same fraction gives 3.10 eV. The fraction 0.25 is itself an upper estimate, because friction makes the edge ratio at the more distant side wall much lower than at the end walls. For diffusion with zero density at all walls, the relative loss is only $[2.405\cdot2L/(\pi R)]^2\approx0.04$. At 10 mTorr the end walls are not in that limit. Radial diffusion with the coefficient $c^2/\nu$ then removes about $(c^2/\nu)(2.405/R)^2/\nu_{iz}\approx0.08$ of the ions, which raises $T_e$ to about 2.99 eV.

**Space charge.** The central Debye length is 0.127 mm, while $c/\nu_m$ is 8.3 mm. With Poisson's equation retained, the sonic point moves outwards by 1.6% of $L$ and the flux there rises by 0.6%. At 100 mTorr and the same central density the separation of lengths is lost. The Debye length scales as $\sqrt{T_e/n}$, which gives about 0.5 mm at the edge, and $c/\nu_m$ is 0.63 mm. The edge at $u=c$ is then no longer sharply defined, and a denser plasma would be needed to restore it.

**Smaller terms.** The gas temperature is 0.9% of $T_e$, so the pressure of ions at the gas temperature would be negligible beside that of the electrons. This does not cover the spread of speeds among ions that were born, or stopped by charge exchange, at different places. In free fall, the kinetic theory of Tonks and Langmuir includes this spread and gives $h\approx0.43$ in place of $1/2$. The standard deviation of the ion speeds is then nearly half of their mean near the midplane and about 17% of it at the edge. With charge exchange at the constant cross section used above, the same kinetic treatment gives at 10 mTorr an edge ratio of about 0.21, a flux of $0.26\,n_0c$ and $T_e\approx2.87$ eV, against $h=0.298$ and 2.94 eV in the fluid model. At 100 mTorr it gives about 0.08 and $0.10\,n_0c$, against $h=0.118$. The electron pressure is 0.35% of the gas pressure, which suggests little depletion of the gas at this density. For a rough electron-gas rate of $10^{-13}\ \mathrm{m^3/s}$ and equal flow speeds, electron friction is 0.14% of ion friction. Ionization through excited atoms and heating of the gas are left out and have not been sized here. Most of the values behind these estimates are listed in the numerical output.

## Calculated quantities

```
largest relative error, closed forms: 9.3e-11
free fall: G = 0.5708, h = 0.5000
weak collisions: dG/ddelta = -0.0708
weak collisions: dln(h)/ddelta = -0.1534
width coefficient at delta=1e4: 1.984 (limit 2)
diffusion slab, length 50 c/nu:
 excess over fluid, zero edge: 1.951 c/nu
 excess over fluid, Bohm edge: 0.953 c/nu
Poisson, delta=0, lambda_D nu_iz/c=0.01, 0.002:
 width error 3.79, 1.02 %
 flux error 2.44, 0.62 %
Poisson, delta=8, lambda_D nu_iz/c=0.01, 0.002:
 width error 7.60, 1.79 %
 flux error 3.20, 0.71 %
half-gap 2.5 cm, gas 300 K
p = 1 mTorr: n_gas = 3.219e+19 m^-3
 Te = 5.561 eV, c = 3662 m/s
 nu_iz = 7.980e+04, nu_m = 3.219e+04 1/s
 a = 1.403, G = 0.5447, h = 0.4720, mean/centre = 0.8664
 free fall alone: Te = 5.642 eV, h = 0.5
 Schottky: Te = 61.811 eV, h = 23.8349
 constant cross section: Te = 5.493 eV, h = 0.4573
p = 10 mTorr: n_gas = 3.219e+20 m^-3
 Te = 2.929 eV, c = 2658 m/s
 nu_iz = 3.629e+04, nu_m = 3.219e+05 1/s
 a = 9.870, G = 0.3413, h = 0.2688, mean/centre = 0.7875
 free fall alone: Te = 3.220 eV, h = 0.5
 Schottky: Te = 3.523 eV, h = 0.5691
 constant cross section: Te = 2.936 eV, h = 0.2979
p = 100 mTorr: n_gas = 3.219e+21 m^-3
 Te = 1.685 eV, c = 2016 m/s
 nu_iz = 4.526e+03, nu_m = 3.219e+06 1/s
 a = 712.155, G = 0.0561, h = 0.0373, mean/centre = 0.6640
 free fall alone: Te = 2.221 eV, h = 0.5
 Schottky: Te = 1.703 eV, h = 0.0396
 constant cross section: Te = 1.863 eV, h = 0.1178
10 mTorr, centre density 1.0e+10 cm^-3:
 wall flux = 7.145e+14 cm^-2 s^-1
 ion current = 0.1145 mA/cm^2
 Debye length = 0.1272 mm, c/nu_m = 8.26 mm
 Poisson: sonic point moves +1.64 %
 Poisson: flux there changes +0.63 %
 sonic point to 100 V drop: 4.06 mm
 Druyvesteyn/Maxwell rate = 0.009
 Druyvesteyn Te for same rate = 4.291 eV
 side/end loss, radius 20 cm: 0.25
 Te with side loss = 3.039 eV
 gas/electron temperature = 0.0088
 electron/gas pressure = 0.0035
 electron/ion friction = 0.00137
```
